# Why 37 percent of 10 nm pads can lack a nucleus

**Question**

I am working on an exercise about nucleation delay in atomic layer deposition. Nuclei form at random on the growth surface, with a density of $10^{12}$ per square centimetre. The surface is patterned into isolated square pads, 10 nm on a side. I am asked to show that about 37 percent of the pads contain no nucleus.

I find an average of one nucleus per pad, so I would have expected nearly every pad to have one. Where do the empty pads come from? And does "isolated" matter, or is it just a description of the pattern?

**Answer**

Your average is right, but it does not say how the nuclei are shared out. Some pads receive two or three, and others must then go without. The word "isolated" is not needed for the 37 percent itself, but it decides whether a pad without a nucleus of its own can be covered by growth from outside, as shown below.

**The mean number per pad**

Let $n$ be the nucleus density at the moment of inspection, $L$ the side of a pad and $A=L^2$ its area. Since $L=10\ \text{nm}=10^{-6}\ \text{cm}$,

$$A=10^{-12}\ \text{cm}^2,\qquad \lambda=nA=10^{12}\times10^{-12}=1 .$$

I assume that nuclei are points, that they form independently of one another, and that $n$ is the same everywhere on every pad.

**The probability of an empty pad**

Divide the pad into $m$ equal cells. The mean number of nuclei in one cell is $\lambda/m$. When the cells are small enough, a cell holds either no nucleus or one, and the mean is then also the probability that the cell is occupied. The pad is empty if all $m$ cells are empty. Because the cells are independent, their probabilities multiply:

$$P_0=\left(1-\frac{\lambda}{m}\right)^m .$$

To find the limit of many cells, take the logarithm and use $\ln(1-x)=-x-x^2/2-\dots$ with $x=\lambda/m$:

$$\ln P_0=m\ln\left(1-\frac{\lambda}{m}\right)=-\lambda-\frac{\lambda^2}{2m}-\dots$$

As $m\to\infty$, all terms after the first vanish, so

$$P_0=e^{-\lambda}=e^{-1}=0.3679 .$$

This is the required 37 percent.

**Where the other nuclei are**

For exactly $k$ nuclei, choose which $k$ of the $m$ cells are occupied:

$$P_k=\frac{m(m-1)\cdots(m-k+1)}{k!}\left(\frac{\lambda}{m}\right)^k\left(1-\frac{\lambda}{m}\right)^{m-k}.$$

At fixed $k$ and large $m$, the product $m(m-1)\cdots(m-k+1)$ divided by $m^k$ tends to 1. The last factor tends to $e^{-\lambda}$, because the missing $k$ factors each tend to 1. Hence

$$P_k=\frac{\lambda^k e^{-\lambda}}{k!}.$$

At $\lambda=1$ this gives 36.8 percent of pads with no nucleus, 36.8 percent with one, 18.4 percent with two, and 8.0 percent with three or more. The crowded pads balance the empty ones and keep the mean at one.

As a check that does not use this formula, points were placed at random on a surface carrying 250,000 such pads. The empty fraction was 36.80 percent.

The 37 percent is an expected fraction, and a finite sample scatters about it. Score each pad 1 if empty and 0 if not. The score has mean $P_0$ and, since its square equals itself, variance $P_0-P_0^2=P_0(1-P_0)$. Averaging over $M$ independent pads divides the variance by $M$. For $M=1000$ the standard deviation is

$$\sqrt{\frac{0.3679\times0.6321}{1000}}=0.015,$$

or 1.5 percentage points.

**What this means for nucleation delay**

Suppose that nuclei appear at a constant rate $J$ per unit area and cycle. After $N$ cycles the mean number per pad is $AJN$, so

$$P_0(N)=e^{-AJN}.$$

Take $J=10^{10}\ \text{cm}^{-2}$ per cycle as a round value. Then $AJ=0.01$, and the density in your exercise is reached after 100 cycles. At that point 37 percent of the pads have not started to grow.

Let $T$ be the cycle in which a pad gets its first nucleus. $T$ equals the number of integers $N\ge0$ for which the pad is still empty after $N$ cycles. Its mean is therefore the sum of the probabilities of being empty, a geometric series:

$$\langle T\rangle=\sum_{N=0}^{\infty}e^{-AJN}=\frac{1}{1-e^{-AJ}}=100.5 .$$

The mean hides a long tail. To bring the empty fraction down to a target $p$, set $e^{-AJN}=p$, which gives

$$N=\frac{\ln(1/p)}{AJ}.$$

For $p=0.1$ percent, $\ln 1000=6.91$, and rounding up gives 691 cycles. A pad that starts early has by then been growing for hundreds of cycles, so the delay also produces unequal film thickness from pad to pad.

The corresponding density is $6.91\times10^{12}\ \text{cm}^{-2}$. It should be read as a density of nucleation attempts, because nuclei of finite size would by then obstruct one another on a wide surface.

**What isolation changes**

"Isolated" means that the surroundings do not grow and that nothing reaches a pad from outside. Compare a square of the same size merely marked out on a continuous surface, with the same $n$. It has the same 37 percent chance of containing no nucleus, because the derivation above used only the area of the square. The difference appears when the nuclei grow. Let each nucleus have grown into an island of radius $r$. The square is now untouched only if no nucleus is centred within a distance $r$ of it.

The area that must be free of centres consists of the square, four strips of area $Lr$ along its sides, and four quarter discs at its corners:

$$A'=L^2+4Lr+\pi r^2 .$$

For $r=2$ nm this is $100+80+12.6=192.6\ \text{nm}^2$. Since $n=0.01\ \text{nm}^{-2}$, the untouched fraction is $e^{-1.926}=14.6$ percent. Growth from outside thus reaches many squares that contain no nucleus of their own, although at this radius it covers only a few percent of such a square. The figure assumes that all islands have the same radius. If the radii are spread evenly from 0 to 2 nm, as for nuclei of different ages, then $r$ and $r^2$ are replaced by their means, 1 nm and $4/3\ \text{nm}^2$, so $A'=144.2\ \text{nm}^2$ and 23.6 percent are untouched.

**How far the answer moves when the assumptions fail**

*Density.* At fixed pad size, halving $n$ gives $e^{-0.5}$, or 61 percent empty. Doubling it gives $e^{-2}$, or 14 percent.

*Edges.* If the density varies over the pad, let cell $i$ have mean $\mu_i$. The probability of an empty pad is the product of the factors $1-\mu_i$, which tends to $e^{-\sum\mu_i}$. What counts is therefore the total mean number on the pad, provided every $\mu_i$ is small. A few strongly preferred sites that hold one nucleus each break this rule: four such sites with total mean one leave $(3/4)^4=31.6$ percent of the pads empty.

A strip 1 nm wide around the edge leaves an interior of $8\times8=64\ \text{nm}^2$ and itself covers $36\ \text{nm}^2$. Keep the interior density fixed. If the strip is inactive, the mean falls to 0.64 and 53 percent of the pads are empty. If it is twice as active as the interior, the mean rises to $0.64+0.72=1.36$ and 26 percent are empty. At this pad size a narrow edge matters a great deal.

*Finite nuclei.* Suppose that an attempt fails if it falls within a distance $d$ of an existing nucleus. On a wide surface with nucleus density $\rho$, the blocked fraction is about $\pi d^2\rho$ when overlaps of the blocked discs are neglected. If $s$ is the density of attempts,

$$\frac{d\rho}{ds}=1-\pi d^2\rho .$$

Separate the variables and integrate from $\rho=0$ to $\rho=n$:

$$s=\int_0^n\frac{d\rho}{1-\pi d^2\rho}=-\frac{\ln(1-\pi d^2n)}{\pi d^2}.$$

With $d=2$ nm, $\pi d^2n=0.126$ and $s=1.07\times10^{12}\ \text{cm}^{-2}$. Placing nuclei one by one, with rejection and with overlaps treated in full, also gave $1.07\times10^{12}\ \text{cm}^{-2}$ to this accuracy.

Now let isolated pads receive the same density of attempts. The first attempt on an empty pad meets no obstacle, so the pad stays empty only if there is no attempt at all. The empty fraction is $e^{-sA}$, about 34 percent. This value applies when $n$ was counted on a wide surface. If $n$ was counted on the pads themselves, $s$ is slightly different, but the empty fraction is still below 37 percent: some attempts fail, so a mean of one nucleus per pad takes more than one attempt per pad.

*Density differing between pads.* Let a pad have density $un$, where $u$ has mean 1 and variance $v$. Expanding about $u=1$,

$$e^{-\lambda u}\approx e^{-\lambda}\left[1-\lambda(u-1)+\frac{\lambda^2}{2}(u-1)^2\right].$$

The linear term averages to zero, which leaves

$$\langle P_0\rangle\approx e^{-\lambda}\left(1+\frac{\lambda^2v}{2}\right).$$

A relative spread of 30 percent means $v=0.09$ and gives $36.79\times1.045=38.4$ percent; the last digit depends on the shape of the distribution, and common shapes give 38.3 to 38.5. Low-density pads gain more in empty probability than high-density pads lose.

*Size differing between pads.* Write $f(L)=e^{-nL^2}$. Then $f'=-2nLf$ and $f''=(4n^2L^2-2n)f$. For a small spread $\sigma$ about the mean side, the average changes by

$$\frac{\sigma^2}{2}f''=(2n^2L^2-n)\sigma^2f=(2\lambda^2-\lambda)\left(\frac{\sigma}{L}\right)^2f .$$

With $\sigma=1$ nm and $\lambda=1$, this raises the empty fraction by about one percent of itself; the full average over a normal spread gives 37.15 percent. Here $n$ and the mean side are held fixed, so the mean number per pad is $n(L^2+\sigma^2)=1.01$ rather than 1.

*A limited number of sites.* If the pad offers 100 sites that hold at most one nucleus each, keep $m=100$ in the first formula for $P_0$. The result is $0.99^{100}=36.6$ percent, so the continuous surface is a good approximation here.

**Use for a real process**

The numbers are illustrative. They were chosen with ruthenium deposited on silicon dioxide in mind, but the nucleus density and size must be measured for the process at hand. The density depends on the precursor, the surface preparation and the number of cycles. The model also leaves out surface diffusion. If nuclei form when mobile adsorbed species meet, an existing island captures the material that would have formed a second one. The nuclei are then not independent, the pad boundary can change the count, and the empty fraction at a mean of one can fall well below 37 percent. The rate $J$, the edge strip and the spreads above are round choices, not measured properties of that system.

Among the departures sized here for isolated pads, the factor of two in density moves the answer most, from 37 percent to 61 or 14 percent. The edge strip comes next. A real nucleation rate may also change from cycle to cycle. In that case $JN$ is replaced by the sum of the rates over the cycles, and the mean delay and the 691 cycles no longer apply.

So 37 percent is the answer for a mean of one independent nucleus per pad. To use it for a real pattern, first establish that mean on the pads themselves, edges included. Then check that the nuclei form independently and that the mean is the same from pad to pad, since the mean alone does not fix the empty fraction. The numerical output below lists the values to more digits.

## Numbers as computed

```
Nucleus density: 1.00e+12 cm^-2
Pad side: 10.0 nm
Pad area: 1.00e-12 cm^2
Mean nuclei per pad: 1.000
Pads with 0 nuclei, formula: 36.79 percent
Pads with 0 nuclei, random points: 36.80 percent
Pads in random-point test: 250000
Pads with 1 nucleus: 36.79 percent
Pads with 2 nuclei: 18.39 percent
Pads with 3 or more nuclei: 8.03 percent
Pads in one inspected sample: 1000
Standard deviation of empty fraction, formula: 1.52 percent
Same, random points: 1.54 percent
Nucleation rate: 1.00e+10 cm^-2 per cycle
Mean new nuclei per pad and cycle: 0.0100
Cycles to reach the stated density: 100
Mean cycle of first nucleus, formula: 100.5
Same, cycle-by-cycle test: 100.3
Target empty fraction: 0.10 percent
Cycles to reach target: 691
Empty at that cycle, cycle-by-cycle test: 0.09 percent
Density needed for target: 6.91e+12 cm^-2
Empty if density is halved: 60.65 percent
Empty if density is doubled: 13.53 percent
Edge strip width: 1.0 nm
Empty with inactive edge strip, formula: 52.73 percent
Same, random points: 52.70 percent
Empty with doubly active edge strip, formula: 25.67 percent
Same, random points: 25.76 percent
Island radius: 2.0 nm
Untouched if not isolated, formula: 14.58 percent
Same, random points: 14.57 percent
Exclusion distance: 2.0 nm
Attempt density, formula: 1.069e+12 cm^-2
Same, sequential placement: 1.066e+12 cm^-2
Empty with exclusion: 34.35 percent
Relative density spread: 30.00 percent
Empty with density spread, quadrature: 38.38 percent
Same, second-order formula: 38.44 percent
Standard deviation of pad side: 1.0 nm
Empty with side spread, quadrature: 37.15 percent
Same, second-order formula: 37.16 percent
Sites per pad: 100
Empty with finite sites: 36.60 percent
```
